Why an abrupt thermostat border reflects sound from a collision cascade

**1. The situation**

An ion stopping in a crystal sets off a collision cascade, and part of the deposited energy leaves the damaged core as sound. In an atomistic simulation this sound soon reaches the edge of the cell. Border atoms are therefore often given a drag force, as in a Langevin thermostat, to absorb it. If the border sends part of the wave back, that energy re-enters the core while defects may still be forming. How much comes back, and why?

The central result concerns one frequency: an abrupt edge with damping rate g much smaller than the angular frequency ω reflects a fraction g/(4ω) of the amplitude. The returned energy fraction is (g/4ω)², which is small. Large returns need something more, such as damping comparable with ω, low frequencies in the pulse, grazing incidence, or a layer too thin to absorb the wave.

**2. Model and conventions**

Atoms of mass m and spacing a form a chain with springs K. It represents atomic planes moving along their normal. Atom j obeys

m ü_j = K(u_{j+1} + u_{j−1} − 2u_j) − m g_j u̇_j,

with g_j = 0 for x < 0 and g_j = g for x > 0. For waves long compared with a, Taylor expansion turns the bracket into a² ∂²u/∂x². With c² = Ka²/m,

∂²u/∂t² + g(x) ∂u/∂t = c² ∂²u/∂x².

A Langevin thermostat also adds random forces. The equation is linear, so the motion is the sum of a noise-driven part and the damped wave. The noise does not alter the reflection coefficient. A thermostat that rescales all velocities by a common, temperature-dependent factor is not described by this model.

Time dependence is exp(−iωt), and r is the ratio of reflected to incident displacement at x = 0. The numerical output writes w for ω.

**3. Reflection from the half-space**

Insert exp(iqx − iωt) into the wave equation for x > 0. The time derivatives give −ω² − igω and the right side gives −c²q², so

q = kn, k = ω/c, n² = 1 + ig/ω.

We take the root with positive imaginary part, because the transmitted wave must decay. The fields are

x < 0: u = exp(ikx) + r exp(−ikx)
x > 0: u = t exp(iqx).

Displacement is continuous. So is stress, and because the elastic stiffness is the same on both sides, ∂u/∂x is continuous too:

1 + r = t, k(1 − r) = qt.

Substituting the first into the second gives 1 − r = n(1 + r), hence

r = (1 − n)/(1 + n).

Multiply top and bottom by 1 + n and use 1 − n² = −ig/ω:

r = −i(g/ω)/(1 + n)².

For g ≪ ω, n ≈ 1 + ig/(2ω), so (1 + n)² ≈ 4 and

r ≈ −ig/(4ω), |r| ≈ g/(4ω).

The factor −i is a quarter-period phase shift. At g/ω = 0.02 the formula gives 0.005000. Solving the equations of motion of a finely spaced chain gives 0.004999.

In the opposite limit, g ≫ ω, n ≈ √(g/ω) exp(iπ/4) is large. Then r ≈ −(1 − 2/n), and

|r|² ≈ 1 − 4 Re(1/n) = 1 − 2√2 √(ω/g).

The reflection tends to −1, as at a clamped wall: drag holds the border atoms nearly still, so they cannot take up the wave's energy.

**4. Why the edge reflects**

Consider a thin damped slice dx in a medium of density ρ. Its drag force per unit area is −ρgv dx, where v is the local velocity. A force F per unit area launches two waves of equal velocity amplitude v′, one in each direction. Each carries stress of magnitude ρcv′, so F = 2ρcv′. The backward wave from the slice therefore has

v′ = −(g/2c) v dx.

The incident wave reaches the slice with phase factor exp(ikx), and the return trip supplies another. For weak damping, and neglecting attenuation on the way,

r = −(1/2c) ∫ g(x) exp(2ikx) dx.

For constant g, contributions from depths a quarter wavelength apart have opposite signs and cancel deep inside. The slow decay of the wave removes the contribution from the far limit, leaving

∫₀^∞ exp(2ikx) dx → i/(2k), so r = −ig/(4kc) = −ig/(4ω).

The reflection is what remains uncancelled at the edge. Integration by parts shows this for any profile that starts from zero:

r = −(i/4ω) ∫ (dg/dx) exp(2ikx) dx.

It is the change of damping that reflects. For a linear ramp of length l, dg/dx = g/l, and

(1/l) ∫₀^l exp(2ikx) dx = exp(ikl) sin(kl)/(kl).

The ramp multiplies the abrupt-edge amplitude by |sin(kl)/(kl)|, provided that gl/c is small and kl is not close to a zero of the sine. At such a zero a small reflection remains: about 1 % of the abrupt-edge amplitude for kl = π and gl/c = 0.1. At 1 THz, with c = 8.4 nm/ps and l = 3 nm, the law gives 0.348. The chain calculation at g/ω = 0.005 gives 0.349. A ramp much shorter than the wavelength has a factor near one and acts as an abrupt edge.

**5. Short waves and oblique waves**

On the lattice, a plane wave in the damped part obeys

ω² + igω = (4c²/a²) sin²(qa/2).

Setting g = 0 gives the free wavenumber k and the top frequency ω_max = 2c/a. Put the edge midway between the last free atom, at −a/2, and the first damped atom, at +a/2. The free-side and damped-side solutions must agree at both atoms. With A = exp(ika/2) and B = exp(iqa/2),

1/A + rA = t/B, A + r/A = tB.

Multiply the first equation by B² and equate it to the second:

r = (B² − A²)/(1 − A²B²) = sin[(k − q)a/2]/sin[(k + q)a/2].

For weak damping write q = k + δ. The first-order change of the dispersion relation is

igω = (2c²/a) sin(ka) δ,

and therefore

r ≈ −aδ/[2 sin(ka)] = −igωa²/[4c² sin²(ka)].

Now sin²(ka) = 4 sin²(ka/2) cos²(ka/2) = (ω²a²/c²)(1 − ω²/ω_max²), which gives

|r| = g/[4ω(1 − ω²/ω_max²)].

The long-wave formula thus fails near the top of the band, where the group velocity vanishes.

For a scalar wave at angle θ to the normal, the wavenumber along the border is conserved. The normal component in the damped part satisfies

q_x² = k²(cos²θ + ig/ω) = k² cos²θ [1 + ig/(ω cos²θ)].

This is the earlier problem with g replaced by g/cos²θ, so |r| ≈ g/(4ω cos²θ) while g ≪ ω cos²θ. Grazing waves are reflected more strongly. Conversion between longitudinal and transverse waves, which occurs in a real solid at oblique incidence, is left out.

**6. A pulse and its echo**

A cascade emits pulses, so the low-frequency behaviour matters. Let p = −iω be the Laplace variable. Then n = √[(p + g)/p], and

r = [√p − √(p + g)]/[√p + √(p + g)] = −[√(p + g) − √p]²/g.

Set b = g/2 and P = p + b. Since p(p + g) = P² − b²,

r = −[P − √(P² − b²)]/b.

To invert this, use the series of the modified Bessel function,

I₁(bt)/t = Σ_m (b/2)^{2m+1} t^{2m}/[m!(m+1)!].

The Laplace transform of t^{2m} is (2m)!/P^{2m+1}. The coefficients (2m)!/[m!(m+1)!] are the Catalan numbers, whose generating function is [1 − √(1 − 4z)]/(2z). With z = b²/(4P²), the sum is [P − √(P² − b²)]/b. The shift P = p + b multiplies the time function by exp(−bt), so the echo of a unit impulse is

h(t) = −exp(−gt/2) I₁(gt/2)/t, t > 0.

It starts at −g/4, which is the weak-damping result in the time domain. Its late tail, −1/[t√(πgt)], falls off slowly. Its total area is r(p → 0) = −1, so any net displacement carried by the incident pulse is eventually cancelled by the echo.

Energy flux is proportional to v². The returned fraction is therefore the average of |r|² over the pulse's velocity power spectrum S(ω). Two cases differ strongly.

*One-signed pulse.* Let v ∝ exp(−t²/2s²), so S = exp(−ω²s²). For gs ≪ 1, |r|² has fallen off before S changes, and S may be set to 1 in the numerator:

fraction ≈ gC/[√π/(2s)] = (2C/√π) gs, C = ∫₀^∞ |r|² d(ω/g) = 0.2375.

The returned fraction is linear in g. It comes mainly from frequencies of order g and below, where the weak formula does not apply.

*Two-signed pulse.* Far from a compact source, the displacement is proportional to the rate of change of the source strength. It returns to zero when the source settles, so the velocity has both signs. Take v as the derivative of a Gaussian, with S = ω² exp(−ω²s²). The factor ω² suppresses low frequencies, and |r|² ≈ g²/(16ω²) may be used:

fraction ≈ (g²/16)[√π/(2s)]/[√π/(4s³)] = g²s²/8.

**7. A layer of finite thickness**

Let the damped layer have thickness L and end at fixed atoms. Inside it,

u = t[exp(iqx) − E exp(−iqx)], E = exp(2iqL),

which vanishes at x = L. Continuity at x = 0 gives

1 + r_tot = t(1 − E), 1 − r_tot = nt(1 + E).

Divide the second by the first and solve for r_tot:

r_tot = [(1 − n) − E(1 + n)]/[(1 + n) − E(1 − n)] = (r − E)/(1 − rE).

The term r is the front reflection and E is the round trip to the back. For weak damping Im q ≈ g/(2c), so |E|² ≈ exp(−2gL/c). Raising g weakens the return from the back but strengthens the one from the front. An intermediate value is best.

**8. Example: a border in silicon**

Take rough values for silicon: c = 8.4 nm/ps, plane spacing 0.136 nm and density 2330 kg/m³. At 1 THz, ω = 6.283 rad/ps and the wavelength is 8.4 nm. For g = 1 ps⁻¹,

g/(4ω) = 1/(4 × 6.283) = 0.0398,

so about 0.16 % of the energy returns from the front. For g = 10 ps⁻¹ the weak formula gives 0.398, but the exact amplitude is 0.301, or 9.1 % of the energy. For g = 100 ps⁻¹ the weak formula gives an impossible 3.98, while the exact value is 0.699, or 49 %.

For a pulse with s = 0.2 ps and g = 1 ps⁻¹, the front of a half-space returns 4.9 % of a one-signed pulse but 0.41 % of a two-signed one. The small-g laws give 5.4 % and 0.50 %; gs = 0.2 is not yet very small.

Now send the two-signed pulse at normal incidence into a layer with a fixed back. Suppose the wave carries 100 eV, a chosen value, so that percentages are also energies in eV. The layer values below are for the chain with spacing 0.136 nm, in which the 2 nm layer is 14.5 spacings (1.97 nm) thick; for the uniform layers the continuum formula of section 7 gives values that differ by up to about 0.7 percentage point.

- With L = 2 nm, the return is 71 %, 15 % and 53 % for g = 1, 10 and 100 ps⁻¹.
- With L = 10 nm, it is 9.8 %, 12.6 % and 53 % for the same rates.

At g = 1 ps⁻¹ the back dominates: the simple estimate exp(−2gL/c) gives 62 % and 9.2 % for the two thicknesses. The thin layer returns more than this estimate because the velocity vanishes at the fixed wall, where drag does little. To first order in g, the standing wave loses the fraction

(4g/c) ∫₀^L sin²[k(L − x)] dx = (2gL/c)[1 − sin(2kL)/(2kL)].

At ω = 1/s, where this spectrum peaks, 2kL = 2.4 for the thin layer, and the bracket is 0.71. At g = 100 ps⁻¹ the return hardly depends on thickness, because the front dominates.

Among uniform 10 nm layers, the lowest return found is 2.2 %, at g ≈ 2.2 ps⁻¹. A linear ramp across the same thickness lowers it to 0.9 %, with a top value near 5.6 ps⁻¹. The search used steps of about 12 % in g. At 2 nm the ramp is worse: its best return is 21 %, against 15 % for uniform damping. A linear ramp thus helps this pulse at 10 nm but not at 2 nm.

**9. How far the model reaches**

In a real silicon simulation the border surrounds the cascade. Suppose it lies 8 nm from the centre. An echo then returns after 2 × 8/8.4 = 1.9 ps. One strong departure is oblique incidence, for example at the flat faces of a cubic cell. For a scalar wave at 45° the weak front amplitude doubles and its energy rises fourfold; at 60° the factors are 4 and 16. From a source at the centre of a cube the angle on a face stays below 55°, and after one reflection an oblique echo from a flat face passes to the side of the centre. Sound sent towards an edge or corner of the cube can still return to the core after two or three reflections. The factors above therefore describe a single reflection at the border, not the energy that reaches the core. Longitudinal sound in a solid behaves differently. Drag acts along the atomic motion, and at 45° this direction is perpendicular to the motion in a reflected longitudinal wave. To first order in g there is then no longitudinal echo, and the returned energy is carried by transverse sound. For an isotropic solid with a transverse speed of 5.84 nm/ps, the total returned energy is 2.3 times its normal-incidence value at 45° and 4.9 times at 54.7°, against 4 and 9 for the scalar wave. These isotropic values use silicon's [100] speeds in every direction. With its cubic elastic constants (C₁₁ = 165.7, C₁₂ = 63.9, C₄₄ = 79.6 GPa) and a (001) border, the factors are about 1.6 for incidence along [101] and 3.6 along [111], and the longitudinal echo at 45° still vanishes.

Other corrections depend on the frequency, the damping rate and the distance to the border. The chain's top frequency is 19.7 THz, so in the chain lattice dispersion changes the amplitude by 0.3 % at 1 THz and by 20 % at 8 THz. Silicon's own longitudinal branch ends lower, near 15.5 THz, so its correction at 8 THz is larger, roughly a third. Wavefront curvature is measured by 1/(kR), which is 0.17 at 1 THz for radius R = 8 nm but larger at the lower frequencies in the pulse. Solving the damped wave equation for spherical longitudinal waves shows the effect on the two-signed pulse. At g = 0.1 ps⁻¹ the front return is about four times its plane-wave value, because low frequencies feel the curvature most. At g = 1 ps⁻¹ it rises from 0.41 % to about 0.7 %, and for a uniform 10 nm layer at g = 2.24 ps⁻¹ the total rises from 2.2 % to about 2.8 %. At 8 nm, a source that settles at a new strength also leaves a lasting displacement, about 0.4 of the peak for s = 0.2 ps, so the positive and negative parts of the velocity do not balance there as they do far away. Plane-wave values can thus be far too low for the front return at weak damping. For the total returns of the uniform layers in section 8 at g = 1, 10 and 100 ps⁻¹, curvature at this radius makes a difference of less than 2 percentage points. If the 100 eV fills a spherical shell of radius 8 nm and thickness 4cs, where s is the pulse width, the rms strain is 0.4 %, which supports a linear treatment at the border, though not in the core. The shell's energy density is 0.019 eV/nm³, against a classical thermal value of 3.9 eV/nm³ at 300 K. At the border the wave, and still more its echo, is therefore a small coherent signal on a large thermal background. The ratio ħω/(k_BT) = 0.16 makes classical motion reasonable at this frequency and temperature.

For a border of this kind, the choice of g should thus be judged by the total return, front and back together, over the spectrum of the pulse. The single-frequency result g/(4ω) describes the front part when g ≪ ω. The numerical output below covers the main scalar plane-wave results, not the spherical-wave and elastic-solid values of section 9.

Computed results

```
sound speed 8.4 nm/ps, layer spacing 0.136 nm
density 2330 kg/m3, frequency 1.0 THz
angular frequency 6.283 rad/ps, wavelength 8.40 nm
pulse width s 0.2 ps
weak test g/w=0.02: chain |r| 0.004999
weak test g/w=0.02: g/(4w) 0.005000
g=1/ps: g/4w 0.0398, exact |r| 0.0396, energy 0.157 %
g=10/ps: g/4w 0.3979, exact |r| 0.3015, energy 9.088 %
g=100/ps: g/4w 3.9789, exact |r| 0.6990, energy 48.861 %
ramp 3.0 nm, |r|/(g/4w): chain 0.3488, law 0.3484
pulse constant C 0.23746 (time integral 0.23746)
g=1/ps front return: one-signed 4.90 %, two-signed 0.413 %
g=10/ps front return: one-signed 28.62 %, two-signed 12.579 %
g=100/ps front return: one-signed 65.55 %, two-signed 52.141 %
small-g laws at 1/ps: one-signed 5.36 %, two-signed 0.500 %
echo test g=5/ps: simulated 18.45 %, spectral 18.48 %
echo waveform largest relative error 1.0e-04
layer 2 nm, g=1/ps: returned 71.24 % = 71.24 eV
layer 2 nm, g=10/ps: returned 14.84 % = 14.84 eV
layer 2 nm, g=100/ps: returned 52.77 % = 52.77 eV
layer 2 nm, g=1/ps: exp(-2gL/c) 62.11 %
layer 10 nm, g=1/ps: returned 9.84 % = 9.84 eV
layer 10 nm, g=10/ps: returned 12.63 % = 12.63 eV
layer 10 nm, g=100/ps: returned 52.79 % = 52.79 eV
layer 10 nm, g=1/ps: exp(-2gL/c) 9.25 %
best 2 nm uniform g 10.00/ps: returned 14.838 %
best 2 nm ramp, top g 31.62/ps: returned 20.905 %
best 10 nm uniform g 2.24/ps: returned 2.217 %
best 10 nm ramp, top g 5.62/ps: returned 0.895 %
frequency-mesh shift of returned share 3.1e-14 %
wave energy 100 eV, border radius 8 nm
echo travel time to border and back 1.90 ps
lattice top frequency 19.66 THz
lattice factor at 1 THz 1.0026
lattice factor at 8 THz 1.1984, chain 1.1984
oblique factor: 45 deg 2.000, 60 deg 3.999
curvature parameter 1/(kR) 0.167
wave energy density 0.0185 eV/nm3
rms strain of the pulse 0.42 %
classical thermal energy density at 300 K 3.87 eV/nm3
quantum ratio hbar*w/(kT) 0.160
```
